# What face-centred-cubic defect images gain over simple-cubic ones: verification in Python

```python
"""
Result under test: at equal cell volume V, the nearest periodic image of a
defect is 2**(1/6) times farther away in an fcc than in a simple-cubic (sc)
arrangement. The program also tests what this gains for a defect level and
for a charged defect.

Symbols: L = V**(1/3); d = nearest-image distance; R = image vectors;
G = reciprocal vectors; kappa = decay constant of a defect state, whose tail is
exp(-kappa r)/r; S = sum over images of exp(-kappa R)/R; alpha = Madelung
constant referred to L, for a point charge in a neutralising background.
Lengths are in nm and energies in eV unless a unit-volume cell is used.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc

# Primitive vectors (rows), each cell scaled to unit volume
CELLS = {
    "sc": np.eye(3),
    "fcc": np.array([[0.0, 1, 1], [1, 0, 1], [1, 1, 0]]),
}
for name in CELLS:
    CELLS[name] = CELLS[name] / abs(np.linalg.det(CELLS[name])) ** (1 / 3)


def lengths(cell, radius):
    """Lengths of all nonzero lattice vectors up to the given radius."""
    limits = np.floor(radius * np.linalg.norm(np.linalg.inv(cell), axis=0))
    axes = [np.arange(-int(m) - 1, int(m) + 2) for m in limits]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), axis=-1).reshape(-1, 3)
    r = np.linalg.norm(n @ cell, axis=1)
    return r[(r > 1e-9) & (r <= radius)]


def reciprocal(cell):
    return 2 * np.pi * np.linalg.inv(cell).T


# ---------- geometry: brute-force enumeration of the images ----------
IMAGES = {name: lengths(cell, 40.0) for name, cell in CELLS.items()}
nearest = {name: r.min() for name, r in IMAGES.items()}
count = {name: int(np.sum(r < nearest[name] * 1.0001))
         for name, r in IMAGES.items()}
ratio = nearest["fcc"] / nearest["sc"]
assert abs(ratio - 2 ** (1 / 6)) < 1e-12
assert count == {"sc": 6, "fcc": 12}
volume_ratio = ratio ** -3          # fcc/sc volume at equal distance
assert abs(volume_ratio - 1 / np.sqrt(2)) < 1e-12

# Stacked square layers of side 1: search all lateral shifts and spacings
shifts = np.linspace(0, 0.5, 11)
spacings = np.sqrt(np.linspace(0.3, 1.5, 121))
sx, sy, h = np.meshgrid(shifts, shifts, spacings, indexing="ij")
shortest2 = np.full(h.shape, np.inf)
for i in range(-2, 3):
    for j in range(-2, 3):
        for k in range(-2, 3):
            if (i, j, k) != (0, 0, 0):
                r2 = (i + k * sx) ** 2 + (j + k * sy) ** 2 + (k * h) ** 2
                shortest2 = np.minimum(shortest2, r2)
merit = shortest2 ** 1.5 / h        # d^3 / V
best = np.unravel_index(np.argmax(merit), merit.shape)
best_shift = (sx[best], sy[best])
best_spacing = h[best]
assert np.allclose(best_shift, (0.5, 0.5))
assert abs(best_spacing - 1 / np.sqrt(2)) < 1e-9
assert abs(merit[best] - np.sqrt(2)) < 1e-9

# ---------- example parameters (rough, amorphous InGaZnO4) ----------
density = 80.0          # atoms per nm^3
atoms = 280             # 40 formula units of 7 atoms
mass = 0.3              # effective mass / electron mass
depth = 1.0             # level below conduction band, eV
gap = 3.0               # eV
permittivity = 10.0     # static, relative
charge = 2              # charged state of the vacancy
V0 = atoms / density
L0 = V0 ** (1 / 3)
# hbar^2/(2 m) in eV nm^2
kinetic = const.hbar ** 2 / (2 * mass * const.m_e) / const.e * 1e18
kappa0 = np.sqrt(depth / kinetic)


def image_sum(name, kappa, volume):
    r = IMAGES[name] * volume ** (1 / 3)
    return np.sum(np.exp(-kappa * r) / r)


def lowering(name, volume):
    """False lowering of the Gamma level for a zero-range defect, eV."""
    kappa = brentq(lambda q: q - kappa0 - image_sum(name, q, volume),
                   kappa0, 3 * kappa0, xtol=1e-13)
    return kinetic * (kappa ** 2 - kappa0 ** 2)


def lowering_plane_waves(name, volume, width):
    """Same quantity for a separable Gaussian defect, in plane waves."""
    cell = CELLS[name] * volume ** (1 / 3)
    g2 = lengths(reciprocal(cell), 4.5 / width) ** 2
    weight = np.exp(-g2 * width ** 2)
    isolated = 2 / np.pi * quad(
        lambda g: g * g * np.exp(-(g * width) ** 2) / (g * g + kappa0 ** 2),
        0, 7 / width, limit=300, epsabs=1e-11, epsrel=1e-11)[0]

    def mismatch(q):
        total = np.sum(weight / (g2 + q * q)) + 1 / q ** 2
        return 4 * np.pi / volume * total - isolated

    kappa = brentq(mismatch, kappa0, 2 * kappa0, xtol=1e-12)
    return kinetic * (kappa ** 2 - kappa0 ** 2)


# ---------- level lowering: image sum against plane waves ----------
width0 = 0.08
level, level_wide, level_limit = {}, {}, {}
for name in CELLS:
    level[name] = lowering(name, V0)
    s = [lowering_plane_waves(name, V0, width0 / f) for f in (1, 2, 4)]
    level_wide[name] = s[0]
    t1, t2 = 2 * s[1] - s[0], 2 * s[2] - s[1]
    level_limit[name] = (4 * t2 - t1) / 3     # width -> 0
    # remaining error is cubic in the defect width
    assert abs(level_limit[name] / level[name] - 1) < 0.015
assert level["fcc"] < level["sc"]

# The full fcc sum is lower over a wide range of decay constants
for x in np.geomspace(1.0, 30.0, 25):
    assert image_sum("fcc", x, 1.0) < image_sum("sc", x, 1.0)

# Volume ratio at equal image sum, for very large cells
x_large = 200.0
target_log = np.log(image_sum("sc", x_large, 1.0))
equal_sum_ratio = brentq(
    lambda v: np.log(image_sum("fcc", x_large, v)) - target_log, 0.5, 1.0)
assert abs(equal_sum_ratio
           - (1 + np.log(2) / x_large) ** 3 / np.sqrt(2)) < 2e-3

# Atoms needed for a given level error
targets = (1e-2, 1e-3, 1e-4)
needed = {}
for target in targets:
    for name in CELLS:
        needed[name, target] = density * brentq(
            lambda v: np.log(lowering(name, v) / target),
            100 / density, 20000 / density, xtol=1e-6)
saving = [needed["fcc", t] / needed["sc", t] for t in targets]
assert 1 > saving[0] > saving[1] > saving[2] > 1 / np.sqrt(2)


# ---------- charged defect: Ewald against screened direct sums ----------
def madelung_ewald(cell):
    eta = np.sqrt(np.pi)
    r = lengths(cell, 6.0)
    g2 = lengths(reciprocal(cell), 24.0) ** 2
    potential = (np.sum(erfc(eta * r) / r)
                 + 4 * np.pi * np.sum(np.exp(-g2 / (4 * eta ** 2)) / g2)
                 - np.pi / eta ** 2 - 2 * eta / np.sqrt(np.pi))
    return -potential


alpha, coulomb = {}, {}
e2 = const.e / (4 * np.pi * const.epsilon_0) * 1e9     # eV nm
for name, cell in CELLS.items():
    alpha[name] = madelung_ewald(cell)
    v1, v2 = [image_sum(name, q, 1.0) - q - 4 * np.pi / q ** 2
              for q in (1.0, 0.5)]
    assert abs(-(4 * v2 - v1) / 3 - alpha[name]) < 1e-3
    coulomb[name] = -alpha[name] * charge ** 2 * e2 / (2 * permittivity * L0)
assert alpha["fcc"] > alpha["sc"]

# ---------- remaining numbers for the example ----------
atoms_equal_d = atoms * volume_ratio
whole_units = int(np.ceil(atoms_equal_d / 7)) * 7
level_equal_d = lowering("fcc", V0 * volume_ratio)
assert level_equal_d > level["sc"]
shell = {n: count[n] * np.exp(-kappa0 * nearest[n] * L0) / (nearest[n] * L0)
         for n in CELLS}
full = {n: image_sum(n, kappa0, V0) for n in CELLS}
kappa_two_band = kappa0 * np.sqrt(1 - depth / gap)
ratio_two_band = (image_sum("fcc", kappa_two_band, V0)
                  / image_sum("sc", kappa_two_band, V0))

print("GEOMETRY")
print(f"distance ratio fcc/sc at equal volume: {ratio:.6f}")
print(f"volume ratio fcc/sc at equal distance: {volume_ratio:.6f}")
print(f"work ratio at equal distance, work ~ N^3: {volume_ratio**3:.4f}")
print(f"nearest images: sc {count['sc']}, fcc {count['fcc']}")
print(f"best layer shift / side: {best_shift[0]:.2f}, {best_shift[1]:.2f}")
print(f"best layer spacing / side: {best_spacing:.6f}")
print("EXAMPLE INPUTS (rough values, amorphous InGaZnO4)")
print(f"atomic density: {density:.0f} atoms/nm^3; atoms: {atoms}")
print(f"effective mass: {mass} m_e; level depth: {depth} eV")
print(f"gap: {gap} eV; relative permittivity: {permittivity}")
print(f"charge of the charged state: +{charge} e")
print("EXAMPLE RESULTS")
print(f"cell volume: {V0:.3f} nm^3; cube root: {L0:.4f} nm")
print(f"decay constant: {kappa0:.4f} 1/nm; length: {1/kappa0:.4f} nm")
for n in CELLS:
    print(f"{n}: nearest image distance: {nearest[n]*L0:.4f} nm")
    print(f"{n}: nearest-shell part of S: {shell[n]:.5f} 1/nm")
    print(f"{n}: full S at isolated kappa: {full[n]:.5f} 1/nm")
    print(f"{n}: level lowering, image sum: {1e3*level[n]:.2f} meV")
    print(f"{n}: same, plane waves, width->0: {1e3*level_limit[n]:.2f} meV")
print(f"level lowering ratio fcc/sc: {level['fcc']/level['sc']:.4f}")
print(f"fcc atoms for the sc distance: {atoms_equal_d:.1f}")
print(f"same, rounded up to whole formula units: {whole_units}")
print(f"fcc level lowering at sc distance: {1e3*level_equal_d:.2f} meV")
print("ATOMS NEEDED FOR A GIVEN LEVEL ERROR")
for t, s in zip(targets, saving):
    print(f"{1e3*t:g} meV: sc {needed['sc', t]:.0f}, "
          f"fcc {needed['fcc', t]:.0f}, ratio {s:.4f}")
print(f"volume ratio at equal S, kappa*L_sc = {x_large:.0f}: "
      f"{equal_sum_ratio:.4f}")
print("EFFECTS LEFT OUT OF THE LEVEL MODEL")
for n in CELLS:
    print(f"{n}: Madelung constant: {alpha[n]:.5f}")
    print(f"{n}: Coulomb image energy, charged: {coulomb[n]:.4f} eV")
    print(f"{n}: lowering, defect width {width0} nm: "
          f"{1e3*level_wide[n]:.2f} meV")
print(f"two-band decay length: {1/kappa_two_band:.4f} nm")
print(f"two-band ratio of S, fcc/sc: {ratio_two_band:.4f}")
print(f"thermal energy at 300 K: {1e3*const.k*300/const.e:.2f} meV")
print("every check passed")
```

Output:

```
GEOMETRY
distance ratio fcc/sc at equal volume: 1.122462
volume ratio fcc/sc at equal distance: 0.707107
work ratio at equal distance, work ~ N^3: 0.3536
nearest images: sc 6, fcc 12
best layer shift / side: 0.50, 0.50
best layer spacing / side: 0.707107
EXAMPLE INPUTS (rough values, amorphous InGaZnO4)
atomic density: 80 atoms/nm^3; atoms: 280
effective mass: 0.3 m_e; level depth: 1.0 eV
gap: 3.0 eV; relative permittivity: 10.0
charge of the charged state: +2 e
EXAMPLE RESULTS
cell volume: 3.500 nm^3; cube root: 1.5183 nm
decay constant: 2.8061 1/nm; length: 0.3564 nm
sc: nearest image distance: 1.5183 nm
sc: nearest-shell part of S: 0.05578 1/nm
sc: full S at isolated kappa: 0.07234 1/nm
sc: level lowering, image sum: 46.74 meV
sc: same, plane waves, width->0: 46.95 meV
fcc: nearest image distance: 1.7042 nm
fcc: nearest-shell part of S: 0.05899 1/nm
fcc: full S at isolated kappa: 0.06437 1/nm
fcc: level lowering, image sum: 41.79 meV
fcc: same, plane waves, width->0: 41.97 meV
level lowering ratio fcc/sc: 0.8940
fcc atoms for the sc distance: 198.0
same, rounded up to whole formula units: 203
fcc level lowering at sc distance: 76.83 meV
ATOMS NEEDED FOR A GIVEN LEVEL ERROR
10 meV: sc 605, fcc 555, ratio 0.9171
1 meV: sc 1496, fcc 1319, ratio 0.8819
0.1 meV: sc 3079, fcc 2625, ratio 0.8523
volume ratio at equal S, kappa*L_sc = 200: 0.7144
EFFECTS LEFT OUT OF THE LEVEL MODEL
sc: Madelung constant: 2.83730
sc: Coulomb image energy, charged: -0.5382 eV
sc: lowering, defect width 0.08 nm: 76.08 meV
fcc: Madelung constant: 2.88828
fcc: Coulomb image energy, charged: -0.5479 eV
fcc: lowering, defect width 0.08 nm: 68.10 meV
two-band decay length: 0.4365 nm
two-band ratio of S, fcc/sc: 0.9295
thermal energy at 300 K: 25.85 meV
every check passed
```
